# Bloch phases for real-space projectors that cross cells or overlap their images

## Definitions and conventions

The crystal has primitive vectors \(a_1,a_2,a_3\), lattice vectors \(R=\sum_a n_a a_a\) with integer \(n_a\), and cell volume \(\Omega\). The reciprocal vectors \(b_a\) satisfy \(b_a\cdot a_c=2\pi\delta_{ac}\), so \(e^{iG\cdot R}=1\) for every reciprocal lattice vector \(G\). The home cell contains the points \(r=\sum_a f_a a_a\) with \(0\le f_a<1\).

One site \(\tau\) in the home cell carries projector functions \(\beta_i(s)\), where \(s\) is the displacement from the site and \(\beta_i(s)=0\) for \(|s|\ge r_c\). Its image in cell \(R\) carries \(\beta_i^R(r)=\beta_i(r-\tau-R)\). The nonlocal operator is

\[
V=\sum_R\sum_{ij}|\beta_i^R\rangle D_{ij}\langle\beta_j^R| ,\qquad D_{ij}=D_{ji}^* .
\]

For several sites, the operators of the sites are added, each with its own \(\tau\).

A Bloch function is \(\psi(r)=e^{ik\cdot r}u(r)\) with \(u(r+R)=u(r)\), and the integral of \(|\psi|^2\) over one cell is 1. The inner product \(\langle\beta_i^R|\psi\rangle\) is an integral over all space, limited in practice to one sphere. Hartree atomic units are used.

Suppose that \(u\) is stored only at grid points of the home cell. The question is which phase accompanies each piece of a sphere that extends outside that cell. The answer is contained in the cell-periodic function

\[
b_i(r)=\sum_R e^{-ik\cdot(r-\tau-R)}\,\beta_i(r-\tau-R),
\qquad
P_i=\int_{\rm cell}b_i^*(r)\,u(r)\,d^3r .
\tag{1}
\]

The two statements to be shown are

\[
\langle\beta_i^R|\psi\rangle=e^{ik\cdot(\tau+R)}P_i ,
\tag{2}
\]
\[
e^{-ik\cdot r}(V\psi)(r)=\sum_{ij}b_i(r)D_{ij}P_j .
\tag{3}
\]

They hold for any \(r_c\) and any position of \(\tau\). The factor \(e^{+ik\cdot(r-\tau-R)}\) appears in the projection integral, because \(b_i\) is conjugated there. The factor in \(b_i\) itself, used when the operator is applied back, has the opposite sign.

## From the open-space integral to one cell

Start from the definition of the projection and substitute \(r=\tau+R+s\):

\[
\langle\beta_i^R|\psi\rangle
=\int\beta_i^*(s)\,e^{ik\cdot(\tau+R+s)}\,u(\tau+R+s)\,d^3s .
\]

The exponential factorizes, and periodicity gives \(u(\tau+R+s)=u(\tau+s)\). Hence

\[
\langle\beta_i^R|\psi\rangle
=e^{ik\cdot(\tau+R)}\int\beta_i^*(s)\,e^{ik\cdot s}\,u(\tau+s)\,d^3s .
\tag{4}
\]

The remaining integral does not depend on \(R\). It still runs over a whole sphere, and \(\tau+s\) may lie in any cell. To fold it, write \(x=\tau+s\) and divide space into translated copies of the home cell. Each \(x\) is \(r-R'\) for one \(r\) in the home cell and one lattice vector \(R'\), so that \(s=r-\tau-R'\) and

\[
\int\beta_i^*(s)e^{ik\cdot s}u(\tau+s)\,d^3s
=\sum_{R'}\int_{\rm cell}\beta_i^*(r-\tau-R')\,e^{ik\cdot(r-\tau-R')}\,u(r-R')\,d^3r .
\]

Here \(u(r-R')=u(r)\). The sum is finite because the sphere is finite, so it may be taken inside the integral, where it is \(b_i^*(r)\). The integral is therefore \(P_i\), and (4) becomes (2).

The folding moves the point at which \(u\) is read, but it does not change the displacement \(s\). The exponential must keep the true displacement, since \(e^{ik\cdot r}\) is not cell-periodic for general \(k\). Two pieces of one sphere, or two different spheres, may arrive at the same home point. Both cases are the same sum over \(R'\) in (1), with one phase per term, applied before the terms are added.

The function \(b_i\) is periodic. For a lattice vector \(L\),

\[
b_i(r+L)=\sum_R e^{-ik\cdot(r-\tau-(R-L))}\beta_i(r-\tau-(R-L))=b_i(r),
\]

because \(R-L\) runs over the same lattice as \(R\).

## Applying the operator back

Insert (2) into the definition of \(V\):

\[
(V\psi)(r)=\sum_R\sum_{ij}\beta_i(r-\tau-R)\,D_{ij}\,e^{ik\cdot(\tau+R)}P_j .
\]

Multiplication by \(e^{-ik\cdot r}\) combines the two exponentials,

\[
e^{-ik\cdot r}e^{ik\cdot(\tau+R)}=e^{-ik\cdot(r-\tau-R)} ,
\]

and the sum over \(R\) is then \(b_i(r)\). This proves (3). The conjugate phase in the back-application is thus a consequence of the definition of \(V\), not a separate choice.

For two periodic functions \(v\) and \(u\), the matrix element per cell follows from (3):

\[
\int_{\rm cell}v^*\,e^{-ik\cdot r}V(e^{ik\cdot r}u)\,d^3r
=\sum_{ij}\Big(\int_{\rm cell}b_i^*v\,d^3r\Big)^{*}D_{ij}\Big(\int_{\rm cell}b_j^*u\,d^3r\Big).
\tag{5}
\]

Exchanging \(u\) and \(v\) and conjugating gives the same expression when \(D_{ij}=D_{ji}^*\), so the folded operator is Hermitian. With \(v=u\), the nonlocal energy per cell is \(\sum_{ij}P_i^*D_{ij}P_j\).

If all \(b_i\) of one site are multiplied by the same constant \(e^{i\alpha}\), the factors \(e^{i\alpha}\) and \(e^{-i\alpha}\) cancel in (5). One may therefore omit the factor \(e^{ik\cdot\tau}\) of a whole site from \(V\). One may not omit a factor that differs between pieces of its sphere. The constant also matters when projections on different sites or cells are multiplied together; the physical projection is then the full expression (2).

## Which images are needed

Let \(h_a=2\pi/|b_a|\) be the spacing of the lattice planes belonging to \(b_a\). The fractional component of \(s=r-\tau-R\) is

\[
\frac{b_a\cdot s}{2\pi}=f_a-\tau_a-n_a ,
\]

where \(\tau_a\) is the fractional coordinate of the site. Since \(|b_a\cdot s|\le|b_a||s|\), every contributing image satisfies

\[
|f_a-\tau_a-n_a|\le r_c/h_a .
\]

As \(f_a\) runs from 0 to 1, it is sufficient to search

\[
\lceil-\tau_a-r_c/h_a\rceil\le n_a\le\lfloor1-\tau_a+r_c/h_a\rfloor .
\tag{6}
\]

This is a search range; the condition \(|s|<r_c\) then selects the actual entries. In an oblique cell the plane spacing \(h_a\) must be used, not the length \(|a_a|\), which can be larger.

The number of spheres covering a point, averaged over the cell, is

\[
\frac1\Omega\int_{\rm cell}\sum_R\theta(r_c-|r-\tau-R|)\,d^3r
=\frac{4\pi r_c^3}{3\Omega},
\tag{7}
\]

where \(\theta\) is the unit step function. The same folding as before turns the sum of cell integrals into one sphere volume. On a grid of \(N\) points, the list therefore has about \(N\) times this number of entries, apart from the counting error at the sphere surface.

## Grid implementation

Build one list for each site. An entry contains the index \(p\) of a home grid point and the true displacement \(s=r_p-\tau-R\). The list does not depend on \(k\). The two operations are

\[
P_i=\frac{\Omega}{N}\sum_{(p,s)}\beta_i^*(s)\,e^{ik\cdot s}\,u_p ,
\qquad
w_p\leftarrow w_p+\sum_{ij}e^{-ik\cdot s}\beta_i(s)D_{ij}P_j ,
\tag{8}
\]

where \(w\) starts at zero, and the second operation is carried out for every entry. At the end, \(w\) is the periodic part of \(V\psi\) on the grid.

The index \(p\) can occur several times. In the gather, this means that \(u_p\) is read several times. In the scatter, the contributions must accumulate. A vectorized assignment that keeps one value per repeated index gives a function \(b_i^{\rm over}\ne b_i\), and the operator becomes \(\sum_{ij}|b_i^{\rm over}\rangle D_{ij}\langle b_j|\). Its left and right factors differ, so it is in general not Hermitian. With accumulation, the same discrete \(b_i\) stands on both sides, and Hermiticity holds on any grid, even a coarse one.

## Two shortcuts and their limits

**One phase from the home coordinate.** Suppose that the phase is computed from \(r-\tau\), with \(r\) in the home cell:

\[
b_i^{\rm home}(r)=e^{-ik\cdot(r-\tau)}\sum_R\beta_i(r-\tau-R).
\]

The correct term is \(e^{-ik\cdot(r-\tau)}e^{ik\cdot R}\beta_i(r-\tau-R)\), so the factor \(e^{ik\cdot R}\) is missing from each piece. If all contributing images have the same \(e^{ik\cdot R}\), the missing factor is a constant of the site and cancels in \(V\). This is the case at \(k=0\), and also when the whole sphere lies inside the home cell, where \(R=0\) is the one contributing image. Otherwise the pieces have wrong relative phases, and the result depends on where the cell boundaries were drawn.

**The nearest image alone.** Suppose that each grid point keeps one entry, the one with the smallest \(|s|\), with its correct phase. Let \(R_{\min}\) be the length of the shortest nonzero lattice vector. If \(r_c\le R_{\min}/2\), the spheres do not overlap, no point has two contributing images, and nothing is lost. If \(r_c>R_{\min}/2\), neighbouring spheres overlap and terms of (1) are dropped. This loss has nothing to do with the Bloch phase and remains at \(k=0\).

Crossing a boundary and overlapping an image are thus different conditions. The first depends on \(r_c\), on \(\tau\) and on the choice of cell; the second depends only on \(r_c\) and the lattice.

The midpoint between two images shows the interference in the second case. Let \(r=\tau+L/2\), where \(L\) is a lattice vector and the images \(R=0\) and \(R=L\) are the two in reach. The displacements are \(\pm L/2\). For an even real projector,

\[
b(r)=\beta(L/2)\left(e^{-ik\cdot L/2}+e^{ik\cdot L/2}\right)=2\beta(L/2)\cos(k\cdot L/2).
\tag{9}
\]

The sum is \(2\beta\) at \(k\cdot L=0\), vanishes at \(k\cdot L=\pi\), and reaches \(-2\beta\) at \(k\cdot L=2\pi\), which for \(L=a_2\) in the example below lies outside the first Brillouin zone. Neither a single image nor an unphased sum reproduces this.

## Reciprocal-space form and grid error

Define \(\tilde\beta_i(q)=\int\beta_i(s)e^{-iq\cdot s}d^3s\). Unfolding the cell integral as before, with \(r=\tau+R+s\) and \(e^{-iG\cdot R}=1\), gives

\[
\hat b_i(G)=\int_{\rm cell}e^{-iG\cdot r}b_i(r)\,d^3r
=e^{-iG\cdot\tau}\tilde\beta_i(k+G).
\tag{10}
\]

In the plane-wave basis \(e^{iG\cdot r}/\sqrt\Omega\) for \(u\), (5) becomes

\[
V_{GG'}=\frac1\Omega\sum_{ij}\hat b_i(G)\,D_{ij}\,\hat b_j^*(G').
\]

No real-space folding is needed to compute \(\tilde\beta_i\), so this form is an independent check of the phases.

On a grid with \(N_a\) points along \(a_a\), insert the Fourier series \(b_i(r)=\Omega^{-1}\sum_{G'}\hat b_i(G')e^{iG'\cdot r}\), assumed absolutely convergent:

\[
\frac{\Omega}{N}\sum_p e^{-iG\cdot r_p}b_i(r_p)
=\sum_{G'}\hat b_i(G')\,\frac1N\sum_p e^{i(G'-G)\cdot r_p} .
\]

The average over \(p\) is 1 if \(G'-G=K\), where \(K\) has components that are multiples of \(N_a\) along \(b_a\), and zero otherwise, by the geometric sum. Therefore

\[
\frac{\Omega}{N}\sum_p e^{-iG\cdot r_p}b_i(r_p)
=\sum_K e^{-i(G+K)\cdot\tau}\,\tilde\beta_i(k+G+K).
\tag{11}
\]

The term \(K=0\) is the continuum value; the others are aliases. They tend to zero on refinement if \(\tilde\beta_i\) decays fast enough, though not necessarily monotonically, whereas a wrong image phase remains on any grid. The factor \(e^{-iK\cdot\tau}\) makes the grid error depend on the position of the site between grid points.

## Shifting k by a reciprocal vector

The same \(\psi\) can be labelled by \(k+G_0\), with periodic part \(u'=e^{-iG_0\cdot r}u\). Since \(e^{iG_0\cdot R}=1\), equation (1) gives \(b_i'(r)=e^{-iG_0\cdot(r-\tau)}b_i(r)\), and

\[
P_i'=\int_{\rm cell}e^{iG_0\cdot(r-\tau)}b_i^*\,e^{-iG_0\cdot r}u\,d^3r
=e^{-iG_0\cdot\tau}P_i .
\]

This is a constant of the site, so energies do not change. The relation also holds point by point on a grid. As a test of an implementation it detects a phase factor that is missing or has the wrong sign, but not the two shortcuts above: both \(b_i^{\rm home}\) and the nearest-image function acquire the same factor \(e^{-iG_0\cdot(r-\tau)}\), because \(e^{iG_0\cdot R}=1\), and so satisfy the relation as well. The factor \(e^{-iG_0\cdot\tau}\) belongs to the convention (1): if the phases are computed from \(r-R\), with the site constant \(e^{ik\cdot\tau}\) omitted, the same steps give \(P_i'=P_i\).

## Worked example

The example is a model with round parameters. The primitive vectors are \((6,0,0)\), \((1,5.5,0)\) and \((0.5,1,6.5)\) bohr, with \(\Omega=214.5\) bohr³. The projectors are

\[
\beta_s=(1-s^2/r_c^2)^4,\qquad \beta_{p_a}=(s_a/r_c)\,(1-s^2/r_c^2)^4
\]

inside the sphere. \(D\) is diagonal, with \(-0.2\) hartree/bohr³ for s and \(-0.3\) for each p channel. The Hamiltonian is the kinetic energy plus \(V\), without a local potential, in the plane waves with \(|k+G|^2/2<6\) hartree, of which there are 150 at the wave vector used here. The wave vector has fractions \((0.3,0.2,-0.4)\) of the \(b_a\). The grid has 24 points per axis unless stated otherwise.

The shortest lattice vector is \(a_2\), of length 5.590 bohr, so images overlap for \(r_c>2.795\) bohr. The radius 2.5 bohr is below this limit, and 4 bohr is above it. The site is placed at the cell centre or near a corner, at \((0.1,0.2,0.9)\).

**Images.** For the large sphere near the corner, the plane spacings 5.896, 5.436 and 6.5 bohr give \(r_c/h_a=0.678,\,0.736,\,0.615\). The range (6) is then \(n_1\in\{0,1\}\), \(n_2\in\{0,1\}\), \(n_3\in\{-1,0\}\), which is eight candidate cells. The list has 17292 entries on 12863 distinct points, or 1.251 entries per grid point. Equation (7) gives 1.250.

**Projection.** The lowest state has \(P_s=3.53258\) bohr\(^{3/2}\). For the image \(R=a_1-a_3\), the phase in (2) is

\[
k\cdot(\tau+R)=2\pi\,[0.3(1.1)+0.2(0.2)-0.4(-0.1)]=2\pi(0.41),
\]

so the factor is \(-0.84433+0.53583i\), and the predicted projection is \(-2.9827+1.8929i\) bohr\(^{3/2}\). Quadrature over the unfolded sphere gives the same digits. The largest difference over the four channels is \(4\times10^{-8}\) bohr\(^{3/2}\). The kinetic energy 0.417860 hartree and the nonlocal energy \(-2.495936\) hartree add to \(-2.078076\) hartree.

**One grid point.** The point with fractions \((0.75,0.875,0.917)\) is reached by three images. Two of them are at 3.9985 and 3.9907 bohr, so close to the edge that \(\beta_s\) vanishes to six decimals. The third, \(R=a_1+a_2\), has \(k\cdot s=-1.1100\) and \(\beta_s=0.036891\). Hence

\[
b_s=0.036891\,e^{+1.1100i}=0.0164+0.0330i .
\]

This shows the sign of the phase, but practically no interference. At this point \(V\psi\) from open-space projections agrees with (3) to all printed digits, which mainly checks a single image.

Interference can be seen at the midpoint \(\tau+a_2/2\), where \(R=0\) and \(R=a_2\) are the two images within 4 bohr. There \(\beta_s=(1-2.7951^2/16)^4=0.0686\) and \(k\cdot a_2/2=0.2\pi\), so (9) gives \(b_s=2(0.0686)(0.809)=0.111\). The unphased sum would be 0.137, and one image alone has magnitude 0.0686.

**Energies.** The lowest energies at this \(k\), in hartree, are as follows. "Exact phases" means (8); it agrees with the radial transforms (10) to all printed digits in every row.

| Site, \(r_c\) | Exact phases | Home phase | Nearest image |
|---|---|---|---|
| centre, 2.5 | 0.002577 | 0.002577 | 0.002577 |
| corner, 2.5 | 0.002577 | 0.130306 | 0.002577 |
| centre, 4 | −2.078076 | −2.080142 | −2.072140 |
| corner, 4 | −2.078076 | −0.786615 | −2.072143 |

Moving the only site of the crystal is a translation and cannot change the energy. The exact phases respect this. The home phase does not: for the large sphere near the corner it is wrong by 1.29 hartree relative to the radial result on this grid; the three home-phase entries that differ from the exact result depend on the grid, and their digits are not converged values. At the centre its error is −0.0021 hartree on this grid and −0.0024 hartree in the fine-grid limit, so the error can have either sign. The nearest-image rule is right for the small sphere and wrong by 0.0059 hartree for the large one; the last two digits of these two nearest-image entries, and hence their small difference, depend on the grid.

At \(k=0\), with the large sphere near the corner, the exact phases and the home phase both give −2.111429 hartree, while the nearest image gives −2.098481 (again with grid-dependent last two digits; −2.098491 on 64 points per axis). This separates the two faults as derived above. The exact-phase energy at the chosen \(k\), −2.0781 hartree, is −56.547 eV in this basis. All energies here belong to the 6 hartree cutoff: raising it to 16 hartree or more lowers the exact-phase values by 1.4 to \(1.8\times10^{-5}\) hartree, to 0.002563, −2.078094 (−56.548 eV) and, at \(k=0\), −2.111445 hartree.

**Scatter and grid error.** Overwriting repeated points in the scatter gives a result that depends on the order of the list; with the image cells taken in ascending order it is a matrix whose largest element of \(|V-V^\dagger|\) is 0.050 hartree. On a coarse grid of 8 points per axis, the component \(G=3b_1\), including the basis factor \(1/\sqrt\Omega\), differs from its continuum value by up to \(2.0\times10^{-4}\) bohr\(^{3/2}\) among the channels. After the aliases in (11) are added, with multiples of the grid vectors from −5 to 5, the difference is \(3\times10^{-9}\) bohr\(^{3/2}\). The numerical check asserts these comparisons, together with the image range (6) and the shift of \(k\).

## Values computed for the example and the checks

```
lattice vectors (bohr): [[6.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, 1.0, 6.5]]
cell volume: 214.500 bohr^3
lattice plane spacings (bohr): [5.8964 5.436  6.5   ]
shortest lattice vector: 5.5902 bohr; half: 2.7951 bohr
k (fractions of reciprocal vectors): [ 0.3  0.2 -0.4]
k (1/bohr): [ 0.31416  0.17136 -0.43719]
site fractions, centre: [0.5 0.5 0.5]  corner: [0.1 0.2 0.9]
projector radii: 2.5 and 4.0 bohr
strengths D for s,px,py,pz (hartree/bohr^3): [-0.2 -0.3 -0.3 -0.3]
cutoff: 6.0 hartree; plane waves: 150; grid: 24 points per axis
Large sphere, corner site:
  list entries: 17292; distinct points: 12863; largest multiplicity: 3
  entries per grid point: 1.2509; sphere volume / cell volume: 1.2498
Projections of the lowest state (bohr^1.5):
  P_s: 3.532578 +0.000000i
  P_px: -0.000000 +0.010460i
  P_py: 0.000000 +0.016433i
  P_pz: -0.000000 -0.001173i
  image cell for open-space check: [ 1  0 -1]
  exp(ik.(tau+R)): -0.844328 +0.535827i
  open-space s projection: -2.982654 +1.892850i
  largest difference, four channels: 4.0e-08 bohr^1.5
  kinetic energy: 0.417860 hartree; sum of D|P|^2: -2.495936 hartree
Shared grid point, fractions: [0.75    0.875   0.91667]
  R (0, 1, 0): |s| 3.9985 bohr, k.s +0.7749 rad, beta_s 0.000000
  R (1, 0, 0): |s| 3.9907 bohr, k.s +0.1466 rad, beta_s 0.000000
  R (1, 1, 0): |s| 2.9980 bohr, k.s -1.1100 rad, beta_s 0.036891
  folded b_s: 0.016403 +0.033044i; unphased sum: 0.036891
  V psi, open space: -0.0066280 -0.0252078i hartree/bohr^1.5
  V psi, folded:     -0.0066280 -0.0252078i hartree/bohr^1.5
Lowest energy (hartree): radial | full | home phase | nearest image
  k, centre, small: 0.002577 | 0.002577 | 0.002577 | 0.002577
  k, corner, small: 0.002577 | 0.002577 | 0.130306 | 0.002577
  k, centre, large: -2.078076 | -2.078076 | -2.080142 | -2.072140
  k, corner, large: -2.078076 | -2.078076 | -0.786615 | -2.072143
  k=0, corner, large: -2.111429 | -2.111429 | -2.111429 | -2.098481
  large sphere at k, radial result: -56.5473 eV
Overwriting scatter, largest |V - V^dagger|: 0.04973 hartree
Coarse grid, 8 points per axis, G integers [3 0 0]:
  largest difference from continuum: 1.96e-04 bohr^1.5
  after adding aliases: 3.0e-09 bohr^1.5
Shift of k by G integers [ 1 -1  2]: largest deviation from the phase law 6.7e-16 bohr^1.5
```
